# Equilibrium Transformation Width of a Small Two-State Grain

## Problem

A grain of $N=1000$ formula units can be wholly in a low-temperature phase L or wholly in a high-temperature phase H. Going from L to H raises the entropy by $\Delta s=0.5\,k_B$ per unit, and the two phases have equal free energy at $T_0=1000$ K. Pressure and electric field are fixed, and $\Delta s$ may be taken as constant near $T_0$.

(a) Over what temperature interval does the equilibrium probability of H rise from 10 to 90 percent?

(b) How small can the grain be before the 90 percent point disappears?

(c) Would a hafnia film in a memory capacitor show this width?

## A tempting solution

Differences are taken as H minus L. Equal free energy at $T_0$ means $\Delta h-T_0\Delta s=0$, so the enthalpy difference per unit is $\Delta h=T_0\Delta s$. With constant $\Delta s$ and $\Delta h$, the free-energy difference of the whole grain is

$$\Delta G(T)=N(\Delta h-T\Delta s)=N\Delta s\,(T_0-T).$$

The two states have Boltzmann weights in the ratio $e^{-\Delta G/k_BT}$, so the probability of H is

$$p(T)=\frac{1}{1+e^{\Delta G/k_BT}}=\frac{1}{1+e^{-a(1-T_0/T)}},\qquad a=\frac{N\Delta s}{k_B}=500.$$

For a function $p=1/(1+e^{-y})$ the derivative is $dp/dy=p(1-p)$. Here $y=a(1-T_0/T)$ and $dy/dT=aT_0/T^2$, hence

$$\frac{dp}{dT}=p(1-p)\,\frac{aT_0}{T^2}.$$

At $T_0$, where $p=1/2$, the slope is

$$\left.\frac{dp}{dT}\right|_{T_0}=\frac{a}{4T_0}=\frac{500}{4000\ \mathrm{K}}=0.125\ \mathrm{K^{-1}}.$$

The probability has to rise by 0.8, so the width appears to be $0.8/0.125=6.4$ K.

## Where it fails

The free energy, the probability and the slope are all correct. The fault is in the last division, which assumes that the midpoint slope persists over the whole interval. The factor $p(1-p)$ is 0.25 at the midpoint but 0.09 at $p=0.1$ and at $p=0.9$. Apart from the small variation of $T_0/T^2$, the slope at the ends is therefore $0.09/0.25=36$ percent of its midpoint value.

The consequence can be read from $p(T)$ itself. At 3.2 K above $T_0$, where the tangent reaches 90 percent, $y\approx 500\times3.2/1003.2=1.59$ and $p\approx0.83$. At 3.2 K below $T_0$, $p\approx0.17$. The interval of 6.4 K thus spans 17 to 83 percent.

## Solution to (a)

The quantity that varies almost linearly with temperature is the logarithm of the odds. From $p=1/(1+e^{-y})$ follows $1-p=e^{-y}/(1+e^{-y})$, so $p/(1-p)=e^{y}$ and

$$\ln\frac{p}{1-p}=a\left(1-\frac{T_0}{T}\right).$$

At $p=0.1$ the left side is $\ln(1/9)=-\ln 9$, and at $p=0.9$ it is $+\ln 9$. Define

$$x=\frac{\ln 9}{a}=\frac{k_B\ln 9}{N\Delta s}.$$

The two conditions become

$$1-\frac{T_0}{T_{10}}=-x,\qquad 1-\frac{T_0}{T_{90}}=x,$$

and therefore

$$T_{10}=\frac{T_0}{1+x},\qquad T_{90}=\frac{T_0}{1-x}.$$

The second solution is a positive temperature if $x<1$. Subtracting over the common denominator gives

$$W=T_{90}-T_{10}=T_0\,\frac{(1+x)-(1-x)}{(1-x)(1+x)}=\frac{2xT_0}{1-x^2}.$$

With $\ln 9=2.1972$ and $a=500$, $x=0.004394$. Then $T_{10}=995.6$ K, $T_{90}=1004.4$ K and

$$W=8.8\ \mathrm{K}\approx 9\ \mathrm{K}.$$

The tangent result of 6.4 K is 27 percent below this value.

Since $x^2\approx2\times10^{-5}$, the denominator can be dropped:

$$W\simeq\frac{2\ln 9\,k_BT_0}{N\Delta s}=2\ln 9\;T_0\,\frac{k_BT_0}{N\Delta h}.$$

The last form uses $\Delta s=\Delta h/T_0$ and shows what sets the width. The latent energy is 43.09 meV per unit, or 43.09 eV for the grain, while $k_BT_0=86.17$ meV. Their ratio is 1/500. The grain must absorb its latent energy as a whole, and a small relative change of temperature is enough to tip the balance.

At fixed $\Delta s$ and $T_0$ the width falls as $1/N$, or as the inverse cube of the diameter, and the step becomes sharp for a large grain. A grain with 0.9 of the diameter has 729 units and a width of 12.1 K. The width describes one grain averaged over a long time, or many identical grains at one instant. It does not describe a grain that is 10 percent transformed inside.

## Is a constant entropy difference reasonable?

A microscopic model can supply the entropy. Let each unit have one harmonic oscillator, with quantum 30.00 meV in L and 18.14 meV in H. At high temperature the entropy of an oscillator of quantum $\hbar\omega$ is approximately $k_B[1+\ln(k_BT/\hbar\omega)]$. The difference is then $k_B\ln(30.00/18.14)=0.503\,k_B$, independent of temperature. Quantum corrections reduce it to $0.5\,k_B$ at 1000 K, the condition by which the second quantum was chosen. Summing the Boltzmann factors of the oscillator levels numerically, with the energy offset set to give equal free energies at $T_0$, yields a width of 8.789 K, the same as the formula to the digits shown.

A larger heat-capacity difference $\Delta c$ per unit can also be tried. It changes $\Delta h$ by $\Delta c\,(T-T_0)$ and $\Delta s$ by $\Delta c\ln(T/T_0)$, so it adds to the log-odds

$$\frac{N\Delta c}{k_B}\left[\ln\frac{T}{T_0}-\frac{T-T_0}{T}\right]\simeq\frac{N\Delta c}{2k_B}\left(\frac{T-T_0}{T_0}\right)^2.$$

The linear terms cancel. The remainder has the same sign on both sides of $T_0$ and moves $T_{10}$ and $T_{90}$ together. With $\Delta c=0.5\,k_B$, solving for the two temperatures numerically still gives 8.789 K.

## Solution to (b)

As $T$ grows without limit, $T_0/T$ vanishes and

$$p\to\frac{1}{1+e^{-N\Delta s/k_B}}.$$

This limit exceeds 0.9 if $N\Delta s/k_B>\ln 9$, which is the condition $x<1$ again. For $\Delta s=0.5\,k_B$ it requires $N>4.39$, so the smallest whole number is 5. This is a limit of the formula, not of a real crystal: for five units $T_{90}$ would be about 8000 K, where no solid remains and constant $\Delta s$ has no meaning.

The same limit shows why the units must transform together. If each unit chose its phase independently, the mean transformed fraction of the grain would be the single-unit probability, whatever the number of units. That probability never rises above $1/(1+e^{-0.5})=0.622$. With so small an entropy per unit, a narrow step needs both many units and a reason for them to agree.

## What makes the grain a two-state system

The reason is the energy of a wall between L and H inside the grain. Consider a sphere of diameter $d$ cut by one flat wall at height $ud$ above its lowest point, with H below the wall. The squared radius of the cut is

$$\left(\frac d2\right)^2-\left(ud-\frac d2\right)^2=d^2u(1-u),$$

so the wall area is $\pi d^2u(1-u)$. Integrating this area over height and dividing by the sphere volume $\pi d^3/6$ gives the transformed fraction

$$f(u)=6\int_0^u t(1-t)\,dt=3u^2-2u^3.$$

With wall energy $\sigma$ per area, the free energy relative to a grain wholly in L is

$$F(u)=\sigma\pi d^2u(1-u)+N\Delta s\,(T_0-T)f(u).$$

This assumes that the bulk and surface parts of the free-energy difference can be shared out in proportion to volume. If H has a much lower surface energy than L, a shell of H may form first and the path changes.

A unit volume of 0.033 nm³, a rough value for hafnia, gives $d=3.98$ nm. Let the wall take 17 equally spaced positions, from $u=0$ to $u=1$, and average $f$ with weights $e^{-F/k_BT}$. If the wall costs nothing, the 10-to-90 percent width of the mean fraction is about 22 K, because partly transformed grains are then populated. This value depends on how the wall positions are counted: it is 20.0 K for 9 positions, 21.6 K for 17 and 23.8 K for a very fine mesh, and 31 K if the 17 positions are spaced equally in volume. With a trial wall energy of 0.2 eV/nm² the width is 8.79 K, and it rises only to 8.81 K on a very fine mesh. The first interior position already costs about $7k_BT_0$ at $T_0$, so mixed grains are rare and the two-state result returns.

The same wall slows the transformation. At $T_0$ the second term of $F$ vanishes and the barrier is at $u=1/2$, with height $\sigma\pi d^2/4$. For 0.2 eV/nm² this is 2.49 eV, or $28.9k_BT_0$. To estimate a time, let the wall hop between neighbouring positions at $10^{13}$ s⁻¹ when the free energy falls, and at that rate times the Boltzmann factor when it rises. Solving the linear equations for the mean first-passage time gives about 1 s. For 0.5 eV/nm² the barrier is 6.22 eV and the time is about $6\times10^{18}$ s. The equilibrium width is 8.8 K in both cases, but in the second it could not be observed along this path.

Heating above $T_0$ helps, since the second term of $F$ becomes negative. A crossing within about 100 s requires roughly

$$\max_u F(u)=k_BT\ln(10^{13}\times100)=34.5\,k_BT.$$

For the costly wall this is met 183 K above $T_0$, where the hopping model gives a mean time of 250 s. Such a delay on heating is a kinetic effect, twenty times larger than the equilibrium width. Both wall energies, the hopping rate and the number of wall positions are trial values. At the same hopping rate, going from 9 to 65 positions changes the times from 0.8 to 5 s, from $5\times10^{18}$ to $2\times10^{19}$ s and from 100 to 740 s, so they are orders of magnitude only. A defect could offer a lower barrier. Curving the wall does not help at $T_0$, where the path must pass through half the volume and a flat cut is the smallest that halves a sphere, but it lowers the barrier above $T_0$: with the spherical wall of least area at each volume, the criterion is met 166 K above $T_0$ instead of 183 K.

## Equivalent variants

So far L and H have each been counted once. Take L as the polar orthorhombic phase of hafnia and H as the tetragonal phase, both described as distortions of the cubic fluorite structure. The cubic point group has 48 operations and the polar one has 4, giving 12 orientations. The polar primitive cell has the volume of four primitive fluorite cells, which gives four translated copies of each and 48 variants in all. The tetragonal point group has 16 operations and the tetragonal primitive cell has the volume of two primitive fluorite cells, so the count is $48/16=3$ orientations times 2 copies, or 6.

If all variants are equally likely and accessible, L gains a factor $48/6=8$ in weight, and

$$\ln\frac{p}{1-p}=a\left(1-\frac{T_0}{T}\right)-\ln 8.$$

The midpoint moves to $T_0/(1-\ln 8/a)$, a rise of 4.2 K. The width becomes 8.86 K. Degeneracy moves the step by half its width and leaves its shape nearly unchanged.

## Solution to (c)

The example represents lightly doped ferroelectric hafnia only roughly. A grain of 4 nm is small for capacitor films, which are often about 10 nm thick. A 10 nm grain with the same $\Delta s$ and $T_0$ would hold about 16,000 units and have a width near 0.6 K. The chosen $T_0$ is on the high side, and the actual transition temperature depends strongly on composition and strain. The model also leaves out the monoclinic phase, which is the stable one in bulk hafnia at ordinary conditions. If a third phase were accessible and lay just 1 meV per unit below L and H in free energy, the grain would gain 1 eV, or $11.6k_BT_0$, by entering it. The result therefore describes equilibrium restricted to two phases.

An electric field along the polarization $P$ lowers the free energy of L by $vPE$ per unit, where $v$ is the unit volume. With $P$ fixed and any difference in permittivity neglected, the new balance is

$$\Delta s\,(T_0-T)+vPE=0,\qquad T-T_0=\frac{vPE}{\Delta s}.$$

For a rough $P=20$ µC/cm² and $E=1$ MV/cm, the field energy is 4.12 meV per unit. Dividing by $\Delta s=0.0431$ meV/K gives a shift of 96 K. A field of 0.092 MV/cm already moves the transition by one full width. These figures are for a grain held in one polar variant along the field. If all 48 variants are accessible, a field along a cube axis favours only 8 of them, and the midpoint moves by about 5 K at 0.092 MV/cm and 92 K at 1 MV/cm. Only the component of the field along the polarization counts, so grains whose polar axes make different angles with the field are shifted by different amounts.

Unscreened polarization charge acts the other way. In a slab polarized uniformly across its thickness, with no compensating charge, let $q$ be the induced polarization and $\chi$ the background susceptibility. The energy density is

$$g(q)=\frac{q^2}{2\varepsilon_0\chi}+\frac{(P+q)^2}{2\varepsilon_0}.$$

Setting $dg/dq=0$ gives $q=-\chi P/(1+\chi)$. Substitution gives

$$g=\frac{P^2}{2\varepsilon_0}\,\frac{\chi+1}{(1+\chi)^2}=\frac{P^2}{2\varepsilon_0\varepsilon_r},\qquad \varepsilon_r=1+\chi.$$

With a rough $\varepsilon_r=30$ this is 15.5 meV per unit, which would lower the transition by about 360 K if $\Delta s$ stayed constant over that range. The field inside such a slab would be $P/(\varepsilon_0\varepsilon_r)$, about 7.5 MV/cm, which is above the usual breakdown field of hafnia films, so the full shift is not to be expected in a real film. Electrodes and domains reduce the effect. A constant part of it belongs in $T_0$, but a part that differs between grains spreads their transitions.

The sensitivity to such differences decides what a film shows. If the transition enthalpy varies from grain to grain with a standard deviation of 1 meV per unit, at fixed $N$ and $\Delta s$, the local transition temperature varies by $1/0.0431=23.2$ K. Averaging $p(T)$ numerically over a Gaussian distribution of this kind gives a 10-to-90 percent width of 60 K for the film. The single-grain width is then hidden by the scatter, even with every grain in equilibrium.

At a hot operating temperature of 358 K the formula gives a probability of H near $10^{-389}$. The exponent should not be taken literally, because $\Delta s$ need not remain constant so far below $T_0$. Within this model, tetragonal material found at that temperature would have to be in grains with a much lower $T_0$, or be left there by slow kinetics.

The answer to (c) is therefore no, unless the grains hold about 1000 units each, are nearly identical and have the same orientation to any field, the internal field is uniform to well below 0.1 MV/cm, the wall barrier can be crossed during the measurement, and the monoclinic phase does not form. The 9 K width belongs to a single 1000-unit grain in equilibrium between its two phases.

Numerical values quoted here were computed with a short program.
